Kerker preconditioning slows long-wave density mixing in large insulating cells

Kerker preconditioning can make a self-consistent calculation converge more slowly. In an insulating supercell of longest edge L, it lowers the smallest eigenvalue that governs density mixing to

λ_min ≈ ε_∞ q₁²/q₀², q₁ = 2π/L,

where q₀ is the Kerker wavenumber and ε_∞ the macroscopic electronic dielectric constant. The condition number then grows as L², whereas without the preconditioner it stays bounded. In the model insulator below, going from 16 to 32 cells raises it from 51 to 201 with Kerker mixing, and from 5.16 to 5.23 without.

The statement concerns simple linear mixing, a gap that stays open as L grows, and Hartree response without an exchange-correlation kernel. The formula for λ_min is the limit of large L, where q₁ ≪ q₀, for a crystal whose ε_∞ is the same in all directions or whose supercell grows along one axis; the proof of the L² growth itself needs only the open gap, a bounded density and a local potential. Hartree atomic units are used.

## What the eigenvalues mean

Let F(n) be the density obtained by filling the orbitals in the potential made by the input density n. Preconditioned mixing is

n_new = n + αP[F(n) − n], P(q) = q²/(q² + q₀²).

P multiplies each Fourier component of the residual F(n) − n. The component q = 0 is fixed by the electron number and is left out throughout.

Write n = n* + e, where F(n*) = n*. The error e changes the Hartree potential by ve, with v(q) = 4π/q². A potential change φ changes the output density by χ₀φ, where χ₀ is the response of independent electrons. To first order,

F(n* + e) = n* + χ₀ve,
F(n) − n = −(1 − χ₀v)e.

Substitution into the mixing rule gives

e_new = (1 − αPD)e, D = 1 − χ₀v.

An eigenvector of PD with eigenvalue λ is multiplied by 1 − αλ at each step. The eigenvalues are real and positive, as shown below, so the largest |1 − αλ| occurs at an end of the spectrum. The best α makes both ends equal in magnitude:

1 − αλ_min = αλ_max − 1,
α = 2/(λ_min + λ_max).

With κ = λ_max/λ_min, the slowest factor is then

1 − 2λ_min/(λ_min + λ_max) = (κ − 1)/(κ + 1).

For large κ this is about 1 − 2/κ, so the number of steps needed for a given late-stage reduction is proportional to κ.

If D were diagonal in q, its entries would be a dielectric function ε(q), and the eigenvalues of PD would be P(q)ε(q). In an insulator ε(q) tends to a finite constant at small q while P(q) tends to zero. The preconditioner suppresses a correction that was not excessively large to begin with.

## The counter-example

Electrons move along z in columns of cross-section 12 bohr², their charge spread evenly over the section. Poisson's equation then involves z alone, and the Hartree kernel is 4π/q². The lattice constant is a = 5 bohr, the external potential is −0.5 cos(2πz/a) hartree, and each cell holds two electrons of opposite spin. A supercell of N cells has its N lowest orbitals doubly filled. The Kerker wavenumber is q₀ = 1 bohr⁻¹. These are round model parameters, not those of a material.

For 32 cells the self-consistent gap is 0.2765 hartree, or 7.52 eV. The supercell length is 160 bohr, so

q₁ = 2π/160 = 0.03927 bohr⁻¹,
P(q₁) = 0.001542/(1 + 0.001542) = 0.001540.

The dielectric constant was measured by adding a weak potential of wavenumber q₁, iterating to self-consistency, and dividing the applied by the total potential at q₁. The result is ε_M(q₁) = 3.686. The predicted smallest eigenvalue is therefore

ε_M q₁²/q₀² = 3.686 × 0.001542 = 0.00568.

Diagonalising the dielectric matrix, built from a sum over orbitals, gives 0.00567. The largest eigenvalue is 1.137, so

κ = 1.1366/0.005668 = 200.5.

Without P, the eigenvalues run from 1.00 to 5.23 and κ = 5.23. The three supercells compare as follows:

- 8 cells, L = 40 bohr: κ = 4.91 plain, 13.9 with Kerker.
- 16 cells, L = 80 bohr: κ = 5.16 plain, 51.2 with Kerker.
- 32 cells, L = 160 bohr: κ = 5.23 plain, 200.5 with Kerker.

The last doubling multiplies the Kerker value by 3.92 rather than 4. Most of the difference is visible in the numbers. P(q₁) falls by 0.006131/0.001540 = 3.98, while ε_M(q₁) rises from 3.643 to 3.686, a factor 1.012. Their quotient is 3.93. Both corrections vanish as q₁ → 0.

The constant needed is the macroscopic one, which includes local fields: the short-wave potentials that a long-wave disturbance induces in a crystal. The diagonal element of the dielectric matrix at q₁ is 4.698. Using it would predict 4.698 × 0.001542 = 0.00724, which is 28% above the computed eigenvalue.

The effect also appears in the full nonlinear iteration. Each run starts from the density of the undisturbed crystal, with a potential of amplitude 0.002 hartree and wavenumber q₁ switched on. It stops when the residual norm has fallen by 10⁵. With α chosen from the computed spectrum as above, plain mixing takes 29, 30 and 30 steps for 8, 16 and 32 cells. Kerker mixing takes 74 steps for 8 cells and 242 for 16.

The slowest factor for 16 cells is (51.18 − 1)/(51.18 + 1) = 0.9617. If the whole residual decayed at that rate, the run would need ln(10⁵)/(−ln 0.9617) ≈ 295 steps. The actual run is shorter. Even over its last 20 steps the residual norm falls by 0.9607 per step rather than 0.9617, and for 8 cells by 0.8558 rather than 0.8654, so these runs stop before the asymptotic factor is reached. A plausible reason, not tested separately, is that part of the residual lies in faster modes. The factor (κ − 1)/(κ + 1) is confirmed only on the linearised map, whose spectral radius for 8 cells at the best α is 0.8654.

A cleaner measurement uses α = 1/λ_max. Every factor 1 − λ/λ_max then lies between 0 and 1, and the slow mode, with factor 1 − 1/κ, outlasts the others. For 16 cells the measured factor is 0.9805, in agreement with 1 − 1/51.18 = 0.9805. The numerical check also recovers the smallest eigenvalue for 8 cells from finite differences of F, without the orbital sum.

## Why the same factor helps a metal

In a metal, a slowly varying potential φ shifts the local band energies at fixed chemical potential. The density changes by −gφ, where g is the density of states per volume at the Fermi level. Hence χ₀ → −g at small q, and

ε(q) ≈ 1 + 4πg/q² = 1 + k_TF²/q², k_TF² = 4πg.

This diverges as q → 0: a small long-wave density error produces a large opposite output error, known as charge sloshing. With Kerker mixing,

P(q)ε(q) ≈ (q² + k_TF²)/(q² + q₀²),

which tends to the finite value k_TF²/q₀².

For free electrons in the same columns at the same density, k_F = π/a = 0.628 bohr⁻¹. Two spins and two directions of motion give

g = 2 × 2/(2πk_F × 12) = 0.0844,
k_TF² = 4π × 0.0844 = 1.06 bohr⁻².

At q₁ = 0.03927 bohr⁻¹ this predicts a plain condition number near 1 + 1.06/0.001542 ≈ 690. The explicit thermal sum over states, at a temperature of 0.02 hartree, gives 690 for 32 cells and 173 for 16 when wavevectors up to 3 × 2π/a are kept, where the smallest eigenvalue is still about 1.01. With more wavevectors that eigenvalue approaches 1, and the values rise to 696 and 175. The value for 32 cells is then 1% above the zero-temperature long-wave estimate. With Kerker mixing both values are near 1.6. The long-wave formula alone would give at most 1.06, so the remaining spread comes from the q dependence of χ₀ beyond that approximation. The largest eigenvalue lies near q = 2k_F, where the response of electrons moving in one dimension has a logarithmic peak that the temperature rounds off. The value 1.6 therefore belongs to this temperature and rises slowly as the temperature is lowered; the point here is that it hardly changes with L.

In an insulator ε(q) has no divergence for P to cancel, so the factor q² in P survives in the product.

## The general statement

Consider a rectangular periodic supercell with doubly occupied orbitals, a gap E_g, a local potential, and real orbitals or time-reversal symmetry. Let n_max be the largest electron density. Define ε_M(q₁) as the ratio of applied to total potential at the smallest wavevector, of length q₁ = 2π/L. Then:

(a) Without P, κ ≤ 1 + 4πn_max/E_g².

(b) With P, P(q₁) ≤ λ_min ≤ ε_M(q₁)P(q₁).

(c) If n_max stays bounded and E_g stays above a positive value as L grows, the Kerker κ grows as L².

(d) For supercells of a crystal whose long-wave dielectric constant ε_∞ is the same in all directions, or for growth along one axis as in the example, λ_min q₀²/q₁² → ε_∞.

### Symmetric form

Define

S = v^{1/2}Dv^{−1/2} = 1 − v^{1/2}χ₀v^{1/2}.

P and v are both diagonal in q, so they commute. With T = P^{−1/2}v^{1/2},

T(PD)T⁻¹ = P^{1/2}v^{1/2}Dv^{−1/2}P^{1/2} = P^{1/2}SP^{1/2}.

PD therefore has the eigenvalues of P^{1/2}SP^{1/2}. To see that these are real and positive, apply a real potential φ. An occupied orbital i changes by

δψ_i = Σ_c ψ_c φ_ci/(E_i − E_c), φ_ci = ⟨c|φ|i⟩,

where c runs over empty orbitals. Mixing among occupied orbitals does not alter the density. Two spins, and the two terms ψ_i*δψ_i and its conjugate, give a factor 4:

⟨φ|χ₀|φ⟩ = −4 Σ_ic |φ_ci|²/(E_c − E_i) ≤ 0.

Since χ₀ is symmetric and not positive, S is symmetric and S ≥ 1. Its eigenvalues, and those of P^{1/2}SP^{1/2}, are real and positive.

### Plain mixing is bounded

Take a real function u with ∫u² = 1 and set φ = v^{1/2}u. Then

⟨u|S|u⟩ = 1 + 4 Σ_ic |φ_ci|²/(E_c − E_i).

Because E_c − E_i ≥ E_g, we have 1/(E_c − E_i) ≤ (E_c − E_i)/E_g². It remains to sum (E_c − E_i)|φ_ci|².

For the one-electron Hamiltonian h = −∇²/2 + V with local V,

[h, φ] = −½(∇²φ) − ∇φ·∇,
[φ, [h, φ]] = |∇φ|².

Expanding the double commutator in an eigenstate i of h gives

⟨i|[φ, [h, φ]]|i⟩ = 2⟨i|φhφ|i⟩ − 2E_i⟨i|φ²|i⟩ = 2 Σ_j (E_j − E_i)|φ_ji|²,

with j running over all orbitals. Now sum over occupied i. Terms with j also occupied cancel in pairs, since E_j − E_i changes sign on exchange. The occupied orbitals of one spin have total density n/2, so

Σ_ic (E_c − E_i)|φ_ci|² = ½ ∫(n/2)|∇φ|² = ¼ ∫n|∇φ|².

Therefore

⟨u|S|u⟩ ≤ 1 + (1/E_g²)∫n|∇φ|² ≤ 1 + (n_max/E_g²)∫|∇φ|².

In Fourier space the last integral is Σ q²(4π/q²)|u_q|² = 4π. The largest eigenvalue of S thus obeys

S_max ≤ 1 + 4πn_max/E_g².

Since S ≥ 1, this also bounds κ and proves (a). In the example n_max = 0.0648 bohr⁻³, and the bound is 1 + 0.814/0.0765 = 11.6. The actual value, 5.23, lies well below it.

### Bounds with Kerker mixing

For any normalised x, S ≥ 1 implies

⟨x|P^{1/2}SP^{1/2}|x⟩ ≥ ⟨x|P|x⟩ ≥ P(q₁),

because P increases with q. This is the lower bound in (b).

For the upper bound, consider the inverse matrix

M = P^{−1/2}S⁻¹P^{−1/2}.

Its largest eigenvalue is 1/λ_min, which cannot be smaller than any diagonal element of M. At the smallest wavevector, labelled 1,

1/λ_min ≥ M₁₁ = (S⁻¹)₁₁/P(q₁).

To identify (S⁻¹)₁₁, apply an external potential w at that wavevector. The total potential satisfies φ = w + vχ₀φ, so

φ = (1 − vχ₀)⁻¹w = v^{1/2}S⁻¹v^{−1/2}w.

The two factors of v cancel in the component at the applied wavevector, leaving φ₁ = (S⁻¹)₁₁w. By definition ε_M(q₁) = w/φ₁, hence (S⁻¹)₁₁ = 1/ε_M(q₁). This proves (b). For 32 cells it reads 0.001540 ≤ 0.005668 ≤ 0.005676.

No eigenvalue of S⁻¹ is below 1/S_max, so ε_M(q₁) ≤ S_max. Together with (b),

P(q₁) ≤ λ_min ≤ S_max P(q₁).

The largest eigenvalue is bounded too. Since P ≤ 1, λ_max ≤ S_max. A diagonal element of P^{1/2}SP^{1/2} at large q is at least P(q), which approaches 1, so λ_max ≥ 1 in a complete basis. Dividing, with 1/P(q₁) = 1 + q₀²L²/(4π²),

[1 + q₀²L²/(4π²)]/S_max ≤ κ ≤ S_max[1 + q₀²L²/(4π²)].

Under the conditions of (c), S_max has a bound independent of L, so both sides grow as L². This step does not require a crystal.

### The limiting constant

In a crystal, the response couples a wavevector k only to k + G, with G a reciprocal lattice vector. Each set contains one wavevector that can become small. Take the set containing q₁ and write M in block form: the element m = 1/[P(q₁)ε_M(q₁)], a column b coupling it to the other wavevectors, and the remaining block C. For large L the other wavevectors stay away from zero, so P ≥ p on them for some fixed p > 0. Since S⁻¹ ≤ 1,

‖C‖ ≤ 1/p, ‖b‖² ≤ 1/[pP(q₁)].

Eliminating the components in the block C from the eigenvalue equation gives, for the largest eigenvalue μ,

μ = m + b†(μ − C)⁻¹b.

For large L, μ ≥ m > 1/p, and therefore

0 ≤ μ − m ≤ ‖b‖²/(m − 1/p) ≤ ε_M/[p − ε_M P(q₁)].

The last form follows on inserting m and multiplying numerator and denominator by pP(q₁)ε_M. The right side stays finite while m grows as L². Hence μ/m → 1, and the smallest eigenvalue in this set approaches ε_M(q₁)P(q₁).

A set with another small wavevector k behaves in the same way, with eigenvalue near ε_M(k)P(k). Sets whose k is not small cannot compete, because their eigenvalues are at least P(k). When ε_M has the same long-wave limit for all the competing wavevectors, the smallest k gives the smallest eigenvalue. With P(q₁) → q₁²/q₀² this proves (d), and

κ ≈ λ_max q₀²L²/(4π²ε_∞).

For 32 cells, with ε_M(q₁) in place of ε_∞, the right side is 1.137/0.00568 = 200, against the computed 200.5.

## When the slow mode does no harm

The condition number describes the worst error the iteration may have to remove. A perfect crystal started from a lattice-periodic density never contains that error. F preserves the periodicity and P acts on each Fourier component separately, so the residual has components at reciprocal lattice vectors alone. The smallest of these is 2π/a, however many cells the supercell repeats. Starting from a uniform density with α = 0.88, Kerker mixing converges in 9 steps for both 8 and 16 cells. A defect, a displaced atom or an applied field can introduce long-wave components, and the slow mode then matters.

The size of q₀L matters as well. If q₀ is much smaller than 2π/L, P is close to 1 for every component and changes little. The L² growth sets in when q₀L/(2π) is large.

The proof does not cover a system whose gap closes as the cell grows, since the bound on S_max is then lost. Nonlocal potentials add terms to the double commutator, and an exchange-correlation kernel changes S. Methods that combine several earlier densities need not follow the step counts of simple mixing.

## A preconditioner with the right limit

The fault lies in the limit P(0) = 0. For an insulator the long-wave factor should approach 1/ε_∞. One choice is P = 1/ε_mod with

ε_mod(q) = 1 + 1/[1/(ε_∞ − 1) + q²/q₀²].

At q = 0 this gives ε_mod = ε_∞, and at large q it gives 1. If ε_∞ → ∞, then ε_mod → 1 + q₀²/q² and P becomes the Kerker factor, as suits a metal.

Since 1/ε_∞ ≤ P ≤ 1 and 1 ≤ S ≤ S_max, the eigenvalues lie between 1/ε_∞ and S_max. Thus κ ≤ ε_∞S_max, independently of L. This bound guarantees that the L² growth is absent, but not an improvement over plain mixing. In the example there is an improvement: with the measured 3.686 used for ε_∞, κ is 2.74 for 16 cells and 2.76 for 32. The disturbed 16-cell system converges in 16 steps, against 30 for plain mixing and 242 for Kerker mixing.

Table of computed values

```
lattice constant 5.0 bohr, column area 12.0 bohr^2
external potential amplitude 0.5 hartree, q0 1.0 1/bohr
long-wave potential amplitude 0.002 hartree
residual reduction demanded 1e-05
gap (32 cells) 0.2765 hartree = 7.52 eV
maximum density (32 cells) 0.06477 bohr^-3
bound on largest plain eigenvalue 11.65
relative change of eps_M with larger basis 4.1e-07
INSULATOR 8 cells: L = 40 bohr = 21.2 angstrom
  q_min 0.15708 1/bohr, P(q_min) 0.024080
  eps_M(q_min) 3.4800, matrix head 4.3762
  plain eigenvalues 1.0000 to 4.9096, kappa 4.910
  Kerker eigenvalues 0.082024 to 1.1367, kappa 13.86
  eps_M q_min^2/q0^2 = 0.085865
  dielectric-model eigenvalues 0.6591 to 1.7684, kappa 2.683
  SCF iterations, optimal step, plain: 29
  SCF iterations, optimal step, Kerker: 74, dielectric model: 16
  Kerker factor per step at alpha = 1/lambda_max: measured 0.92784, theory 0.92784
  Kerker residual-norm ratio per step at optimal alpha: 0.85581
INSULATOR 16 cells: L = 80 bohr = 42.3 angstrom
  q_min 0.07854 1/bohr, P(q_min) 0.006131
  eps_M(q_min) 3.6430, matrix head 4.6292
  plain eigenvalues 1.0000 to 5.1635, kappa 5.164
  Kerker eigenvalues 0.022210 to 1.1366, kappa 51.18
  eps_M q_min^2/q0^2 = 0.022472
  dielectric-model eigenvalues 0.6587 to 1.8064, kappa 2.742
  SCF iterations, optimal step, plain: 30
  SCF iterations, optimal step, Kerker: 242, dielectric model: 16
  Kerker factor per step at alpha = 1/lambda_max: measured 0.98046, theory 0.98046
  Kerker residual-norm ratio per step at optimal alpha: 0.96069
INSULATOR 32 cells: L = 160 bohr = 84.7 angstrom
  q_min 0.03927 1/bohr, P(q_min) 0.001540
  eps_M(q_min) 3.6861, matrix head 4.6979
  plain eigenvalues 1.0000 to 5.2332, kappa 5.233
  Kerker eigenvalues 0.005668 to 1.1366, kappa 200.54
  eps_M q_min^2/q0^2 = 0.005684
  dielectric-model eigenvalues 0.6584 to 1.8169, kappa 2.760
  SCF iterations, optimal step, plain: 30
Kerker kappa ratio, 32 to 16 cells: 3.919
smallest Kerker eigenvalue, 8 cells, finite differences 0.082024
8 cells, optimal alpha 1.6411: spectral radius 0.86539, theory 0.86539
8 cells, even modes within 5% of the largest eigenvalue: 3
perfect crystal, Kerker, alpha 0.880: iterations 9 (8 cells), 9 (16 cells)
metal temperature 0.02 hartree, chemical potential 0.1991 hartree
METAL 8 cells: kappa plain 44.28, Kerker 1.554
METAL 16 cells: kappa plain 173.44, Kerker 1.556
METAL 32 cells: kappa plain 690.06, Kerker 1.569
```
